\section*{Ion flux to a negatively biased planar wall}

\section{The argument under review}

The manuscript considers a large planar wall in a low-pressure argon plasma. The authors want more ions per unit area and time, and propose to raise the voltage across the wall sheath from 100 V to 400 V. They give three reasons:
\begin{enumerate}
\item Child's law, $J\propto V^{3/2}/s^2$, predicts a current density larger by $4^{3/2}=8$.
\item The current drawn by the wall is seen to rise as the wall is made more negative than its floating potential.
\item The power delivered to the wall by ions rises almost in proportion to the voltage.
\end{enumerate}
The question is whether any of these shows that more ions arrive. To answer it, one must find what sets the ion flux.

I take the authors' conditions to be these. The ions are singly charged, cold, born at rest and free of collisions. The bias is dc, and the wall emits no electrons. The electron temperature $T_e$ (in volts) and the density $n_0$ at the plasma centre are held fixed. The position $x$ runs from the centre, the plane where the field and the ion flow vanish, to the wall at $x=L$. The opposite boundary is not biased in the same way; two strongly negative walls alone would leave the electrons no sink. The sheath drop $V>0$ is measured from sheath edge to wall. Its change equals the change in applied bias only if the plasma potential stays put, which requires a counter-electrode able to return the current.

\section{What the plasma supplies}

Let $\nu$ be the ionization frequency per electron, $u$ the mean ion speed and $E$ the field. Ions born at different places have different velocities; this spread about $u$, which would act as an ion pressure, is neglected. Newborn ions bring no momentum, so
\begin{align}
\frac{d(n_iu)}{dx}&=\nu n_e, \label{cont}\\
\frac{d(Mn_iu^2)}{dx}&=en_iE,\qquad
eT_e\frac{dn_e}{dx}=-en_eE. \label{mom}
\end{align}
The last equation is the Boltzmann relation, valid when the wall repels nearly all electrons. Add the two equations in (\ref{mom}) and use Poisson's equation, $e(n_i-n_e)=\varepsilon_0\,dE/dx$. The right-hand side becomes $\varepsilon_0E\,dE/dx$, the derivative of $\varepsilon_0E^2/2$. At the centre $u=E=0$ and $n_e=n_0$, hence
\begin{equation}
Mn_iu^2+eT_en_e-\tfrac12\varepsilon_0E^2=eT_en_0 .
\label{balance}
\end{equation}

Outside the sheath the plasma is quasi-neutral, $n_i\simeq n_e=n$, and the field term is negligible. With $u_B=\sqrt{eT_e/M}$ and $m=u/u_B$, equation (\ref{balance}) gives
\begin{equation}
n=\frac{n_0}{1+m^2},\qquad nu=n_0u_B\,\frac{m}{1+m^2}.
\label{qn}
\end{equation}
The derivative of $m/(1+m^2)$ is $(1-m^2)/(1+m^2)^2$. Inserting (\ref{qn}) in (\ref{cont}) and cancelling $n_0/(1+m^2)$ yields
\begin{equation}
\frac{\nu}{u_B}\,dx=\frac{1-m^2}{1+m^2}\,dm
=\left(\frac{2}{1+m^2}-1\right)dm .
\label{pre}
\end{equation}
As $x$ increases from the centre, $m$ rises from zero. At $m=1$ the slope $dm/dx$ diverges and the quasi-neutral solution ends. Its length $\ell$ follows by integration from 0 to 1:
\begin{equation}
\frac{\nu\ell}{u_B}=2\arctan 1-1=\frac{\pi}{2}-1\simeq0.571 .
\label{length}
\end{equation}
In this model, which neglects the velocity spread, the quasi-neutral plasma can therefore deliver ions at mean speeds up to $u_B$, but no faster.

\section{What the sheath demands}

Let $\eta$ be the potential drop from the sheath edge divided by $T_e$, and let ions enter with $u=mu_B$. Ionization inside the thin sheath is neglected. Energy conservation gives $u=u_B\sqrt{m^2+2\eta}$, and flux conservation then gives $n_i=n_s(1+2\eta/m^2)^{-1/2}$, where $n_s$ is the edge density. With $n_e=n_se^{-\eta}$ and $\lambda_s^2=\varepsilon_0T_e/(en_s)$, Poisson's equation reads
\begin{equation}
\lambda_s^2\eta''=\left(1+\frac{2\eta}{m^2}\right)^{-1/2}-e^{-\eta}.
\end{equation}
Multiply by $\eta'$ and integrate from the edge, where the field is negligible on the sheath scale $T_e/\lambda_s$:
\begin{equation}
\tfrac12(\lambda_s\eta')^2=
m^2\left[\sqrt{1+\frac{2\eta}{m^2}}-1\right]+e^{-\eta}-1 .
\label{first}
\end{equation}
For small $\eta$ the first term is $\eta-\eta^2/(2m^2)+\dots$ and the electron part is $-\eta+\eta^2/2-\dots$. The linear terms cancel, leaving $\frac12(1-1/m^2)\eta^2$. The left-hand side cannot be negative, so $m\ge1$ is required. At $m=1$ the quadratic term vanishes and the cubic term, $\eta^3/3$, is positive.

The plasma supplies $m\le1$ and the sheath demands $m\ge1$; they join at $m=1$. Equation (\ref{qn}) then gives $n_s=n_0/2$ and
\begin{equation}
\Gamma=n_su_B=\tfrac12n_0u_B .
\label{flux}
\end{equation}
The voltage $V$ does not appear. The factor $1/2$ belongs to this presheath model. If the velocity spread is kept, the kinetic quasi-neutral solution under the same conditions gives 0.487 in its place and a presheath drop of $0.854\,T_e$, again without $V$. In the present model, since $n_s/n_0=e^{-\ln2}$, the presheath drop is $T_e\ln2$, also independent of $V$: the added voltage falls across the sheath.

For argon with the round values $T_e=3$ V and $n_0=10^{16}$ m$^{-3}$, $u_B=2692$ m/s, so
\begin{equation}
\Gamma=(5.00\times10^{15})(2692)\simeq1.35\times10^{19}\ \mathrm{m^{-2}\,s^{-1}},
\end{equation}
or $J=e\Gamma=2.16$ A/m$^2$, at 100 V and at 400 V alike. These are values of the collisionless model; the last section states how far real argon departs from it.

\section{The three reasons examined}

\subsection{Child's law}

At large $\eta$, equation (\ref{first}) with $m=1$ reduces to $(\lambda_s\eta')^2\simeq2\sqrt{2\eta}$. Separating variables and integrating up to $\eta=V/T_e$ gives
\begin{equation}
s=\lambda_s\int_0^{V/T_e}\frac{d\eta}{\sqrt2\,(2\eta)^{1/4}}
=\frac{\sqrt2}{3}\lambda_s\left(\frac{2V}{T_e}\right)^{3/4}.
\label{child}
\end{equation}
Square this, insert $\lambda_s^2$ and solve for $n_s$. Multiplying by $eu_B$ gives
\begin{equation}
J=en_su_B=\frac{2\varepsilon_0T_e}{9s^2}
\left(\frac{2V}{T_e}\right)^{3/2}\sqrt{\frac{eT_e}{M}}
=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.
\end{equation}
This is Child's law, obtained with $J$ fixed by the plasma. It determines $s$. The authors' factor of 8 follows if $s$ is frozen, but nothing holds the sheath edge in place. When $V$ is quadrupled, $s$ grows by $4^{3/4}=2.83$, $s^2$ grows by 8, and $J$ is unchanged.

Child's formula neglects the initial ion energy and the electrons. A better estimate keeps the former. Put $w=\sqrt{1+2\eta}$, so that $d\eta=w\,dw$. For $m=1$ the right-hand side of (\ref{first}) is $w-2+e^{-\eta}$. Dropping $e^{-\eta}$, which is small beyond a few $T_e$, and writing $w=(w-2)+2$, one finds
\begin{align}
s_2-s_1&=\frac{\lambda_s}{\sqrt2}\int_{w_1}^{w_2}\frac{w\,dw}{\sqrt{w-2}}\nonumber\\
&=\frac{\lambda_s}{\sqrt2}\left[\tfrac23(w-2)^{3/2}+4(w-2)^{1/2}\right]_{w_1}^{w_2}\nonumber\\
&=\lambda_s\,[F(w_2)-F(w_1)],\quad
F=\frac{\sqrt2}{3}(w+4)\sqrt{w-2}.
\label{growth}
\end{align}
I give a difference for a reason. Near the edge $\eta'\propto\eta^{3/2}$, so the distance to the point $\eta=0$ diverges, and an absolute thickness needs a convention. The growth between two voltages does not. For $w\gg1$, $F$ tends to $(\sqrt2/3)w^{3/2}$ with $w\simeq\sqrt{2\eta}$, which recovers (\ref{child}).

In the example $\lambda_s=0.182$ mm. At 100 V, $w=\sqrt{1+200/3}=8.23$ and $F=14.4$; at 400 V, $w=\sqrt{1+800/3}=16.4$ and $F=36.4$. The sheath grows by $0.182\times22.0\simeq4.0$ mm.

\subsection{The rise of the measured current}

The wall current is the ion current minus the electron current. For a Maxwellian, the one-sided electron flux at the edge is $n_s\sqrt{eT_e/(2\pi m_e)}$, and the fraction $e^{-V/T_e}$ passes the barrier. Setting this flux equal to $n_s\sqrt{eT_e/M}$ defines the floating drop,
\begin{equation}
V_f=\frac{T_e}{2}\ln\frac{M}{2\pi m_e},
\end{equation}
which is $4.68\times3\simeq14.0$ V here. The net current density is therefore
\begin{equation}
J_{\rm net}=J\left[1-e^{-(V-V_f)/T_e}\right].
\end{equation}
It is zero at floating, 1.36 A/m$^2$ when the wall is 3 V more negative, and 2.14 A/m$^2$ at 15 V. The ion part is 2.16 A/m$^2$ throughout. The observed rise is the disappearance of electrons, and it is nearly complete long before 100 V.

\subsection{The rise of the power}

An ion entering with $\frac12Mu_B^2=\frac12eT_e$ and falling through $V$ arrives with directed energy
\begin{equation}
\mathcal E=\frac{T_e}{2}+V\quad\text{(in eV)}.
\end{equation}
This is the energy of the mean velocity; the spread caused by different birthplaces is not described. The power per area carried by this directed motion, $J(T_e/2+V)$, rises from $2.156\times101.5\simeq219$ W/m$^2$ to $2.156\times401.5\simeq866$ W/m$^2$. The factor of 3.96 is energy per ion. If a surface process runs faster at 400 V, its yield per ion may have increased; the faster rate alone is no evidence of a larger flux.

\section{A check without an assumed sheath edge}

The analysis joins two approximate regions. Equations (\ref{cont}) and (\ref{mom}) can instead be solved together with Poisson's equation from centre to wall, with no Bohm speed imposed. I did this for $L=5$ cm, choosing $\nu$ at each voltage so that $n_0$, $T_e$ and $L$ stay fixed. The values are in the numerical output.

The flux exceeds (\ref{flux}) by 1.7 to 1.9\% of the ideal value. Between the floating drop and 400 V it varies by 0.17\% of its mean. Two effects omitted in (\ref{flux}) contribute. First, the field rises toward the wall, so $n_i>n_e$, and at $u=u_B$ equation (\ref{balance}) then gives $n_i>n_0/2$. Second, ions are still created between this point and the wall. At floating this layer is $s=1.83$ mm thick, and the electron density in it is below $n_0/2$, so the second effect adds less than the fraction $\nu s/u_B=(3.22\times10^4)(1.83\times10^{-3})/2692\simeq0.022$ of the ideal flux.

From 100 V to 400 V the distance from $u=u_B$ to the wall grows from 3.73 to 7.65 mm. The increase of 3.93 mm is about 2\% below the result of (\ref{growth}). The ratio, 2.05, is smaller than Child's 2.83, because Child's formula leaves out both the entry energy of the ions and the electrons. Together these produce a weak-field layer next to the edge, which is included in this distance. Its thickness also depends on the small field with which the presheath ends. The presheath drop stays at 2.09 V, close to $3\ln2=2.08$ V, and the ion energy follows $T_e/2+V$ to within 0.1 eV.

\section{Conditions the authors should state}

Fixed $n_0$ is a real condition. As the sheath expands, the quasi-neutral region shortens, and by (\ref{length}) $\nu$ must rise. In the full solution it rises from $3.22\times10^4$ to $3.66\times10^4$ s$^{-1}$ between floating and 400 V, or 14\%. At fixed $T_e$ this calls for a higher neutral density, for example. If the discharge responds through $T_e$ or $n_0$ instead, the ideal flux (\ref{flux}) follows $n_0\sqrt{T_e}$.

A second case leads to the same conclusion. Integrating (\ref{cont}) from centre to wall gives
\begin{equation}
\Gamma_{\rm wall}=\int_0^L\nu n_e\,dx .
\end{equation}
If the total ionization per unit wall area is held fixed, rather than $n_0$, the steady flux is fixed as well. An eightfold flux needs eightfold ionization. A bias supply that heats the plasma could contribute to this, but that would have to be shown by measuring $n_0$ and $T_e$.

Freedom from collisions is a condition too, and argon does not meet it with the values used here. At $T_e=3$ V its ionization rate coefficient is roughly 1 to $2\times10^{-16}$ m$^3$/s, so $\nu\simeq3.2\times10^4$ s$^{-1}$ needs about $2\times10^{20}$ neutral atoms per m$^3$, a pressure near 1 Pa at room temperature. With an ion-neutral cross section of 0.5 to $1\times10^{-18}$ m$^2$, the ion mean free path is then of the order of 1 cm. This is shorter than $L$ and comparable with the sheath at 400 V. In such a discharge friction lowers the edge density below $n_0/2$, and collisions in the sheath lower the mean energy per ion. The numbers above therefore illustrate the model and do not predict the flux or impact energy in that discharge. The near independence of the flux from $V$ at fixed $n_0$ was also shown only without collisions. With a drag $-Mn_iu^2/\lambda_i$ added to the ion momentum equation and $\lambda_i$ of 5 to 10 mm, the flux rises by about 3\% from 100 V to 400 V, still far from a factor of 8. The ionization integral above holds with or without these collisions.

Geometry also matters. For a cylinder of radius $a\gg s$ that collects every ion crossing its sheath edge, the current scales as $a+s$. With $a=50$ mm and the planar thicknesses above, going from 100 V to 400 V raises it by $57.65/53.73$, about 7\%. For a small probe the increase can be much larger, and the estimate itself fails once $s$ is comparable with $a$. Finally, if the wall emits $\gamma$ electrons per ion, the measured current is $(1+\gamma)J$ at strong bias, and a $\gamma$ that grows with ion energy would imitate a growing ion flux.

The claim of an eightfold flux should be withdrawn. Under the stated conditions, the higher voltage brings a thicker sheath and more energetic ions, not more of them.

\section*{Table of computed values}
\begin{verbatim}
Te = 3.0 V, n0 = 1.0e+16 m^-3
centre-to-wall distance = 5.0 cm
argon ion mass = 39.95 u = 6.6339e-26 kg
Bohm speed = 2691.7 m/s
edge density n0/2 = 5.00e+15 m^-3
Debye length, centre = 0.1288 mm
Debye length, edge = 0.1821 mm
ideal ion flux = 1.3459e+19 m^-2 s^-1
ideal ion current density = 2.1563 A/m^2
floating sheath drop = 4.6790 Te = 14.037 V
presheath length*nu/uB = 0.5708
FORMULAS: V(V) energy(eV) growth(mm) Child s(mm) power(W/m^2)
   14.04   15.54  0.000  0.459   33.50
   50.00   51.50  0.979  1.191  111.05
  100.00  101.50  1.935  2.003  218.87
  200.00  201.50  3.460  3.368  434.50
  400.00  401.50  5.939  5.665  865.76
FULL MODEL: V(V) flux(m^-2 s^-1) flux/ideal energy(eV)
   14.04 1.3684e+19 1.0168   15.46
   50.00 1.3688e+19 1.0170   51.43
  100.00 1.3691e+19 1.0173  101.42
  200.00 1.3697e+19 1.0177  201.42
  400.00 1.3707e+19 1.0185  401.42
FULL MODEL: V(V) s(mm) growth(mm) presheath drop(V) nu(1/s)
   14.04  1.830  0.000 2.092 3.2159e+04
   50.00  2.787  0.957 2.093 3.2816e+04
  100.00  3.725  1.895 2.093 3.3486e+04
  200.00  5.222  3.393 2.093 3.4613e+04
  400.00  7.654  5.824 2.094 3.6616e+04
full-model flux spread over all biases = 0.168 %
NEAR FLOATING: V-Vf(V) ion, electron, net current (A/m^2)
    0.0 2.1563 2.1563 0.0000
    3.0 2.1563 0.7933 1.3631
    6.0 2.1563 0.2918 1.8645
    9.0 2.1563 0.1074 2.0490
   15.0 2.1563 0.0145 2.1418
RATIOS from 100 V to 400 V sheath drop:
  ion flux, full model = 1.0012
  flux if Child thickness were frozen = 8.000
  sheath thickness, full model = 2.055
  Child thickness = 2.828
  ion energy, full model = 3.958
\end{verbatim}
